\section*{Why semilocal gap errors can make tunnel resistances too small}

\section{What decays inside the barrier}

\noindent\textbf{Q:} My semilocal density-functional calculation gives a tunnel resistance far below that of a calculation with a larger insulating gap. The barrier thickness is the same in both. Why should the gap matter so much, if the electron tunnels at the Fermi energy and never visits the conduction band?

\noindent\textbf{A:} The state that tunnels is an evanescent solution at the Fermi energy, and it is a mixture of valence and conduction character. Its decay constant depends on the distance to both band edges. A simple model with this property has two bands, each with twofold spin degeneracy:
\begin{equation}
H=\hbar v\,\boldsymbol{\alpha}\cdot\mathbf{k}+\Delta\beta,\qquad \Delta=\frac{E_g}{2}.
\end{equation}
Here $E_g$ is the gap, $v$ measures the coupling between the bands, and energies are counted from midgap. The Hermitian matrices $\alpha_x,\alpha_y,\alpha_z,\beta$ square to one and anticommute with each other. When $H$ is squared, the cross terms therefore cancel, and an eigenstate of energy $\varepsilon$ obeys
\begin{equation}
\varepsilon^2=\Delta^2+\hbar^2v^2k^2 .
\label{bands}
\end{equation}
Near the conduction edge, expanding the square root gives $\varepsilon\simeq E_g/2+\hbar^2v^2k^2/E_g$. Comparison with $\hbar^2k^2/(2m^*)$ gives the band-edge mass $m^*=E_g/(2v^2)$.

Let the Fermi level lie $a=E_F-E_v$ above the valence edge and $b=E_c-E_F$ below the conduction edge. Then $a=\Delta+\varepsilon$ and $b=\Delta-\varepsilon$, so $ab=\Delta^2-\varepsilon^2$. In the gap, Eq.~\eqref{bands} has no real solution for $k$. At normal incidence we set $k=i\kappa$, so that $k^2=-\kappa^2$, and find
\begin{equation}
\hbar^2v^2\kappa^2=\Delta^2-\varepsilon^2=ab,
\qquad
\kappa=\frac{\sqrt{ab}}{\hbar v}.
\label{kappa}
\end{equation}
The conduction band matters although no electron is thermally excited into it.

\noindent\textbf{Q:} If the gap changes, what does it mean to keep the band alignment fixed?

\noindent\textbf{A:} It needs a definition, because $a+b=E_g$ and the two offsets cannot both stay the same. I shall hold fixed the fractional position $f=a/E_g$ of the Fermi level. Then $a=fE_g$, $b=(1-f)E_g$, and
\begin{equation}
\kappa=\frac{E_g\sqrt{f(1-f)}}{\hbar v}.
\label{fixedf}
\end{equation}
At fixed $f$ and $v$, the decay constant is proportional to the gap. Fixed $v$ is an assumption, not a property of real functionals. A correction that shifts the conduction band rigidly keeps the band-edge masses, so in this model it raises $v$ together with the gap, and $\kappa$ then grows only as $\sqrt{E_g}$. That case is treated below. That the semilocal gap is too small is an input here; the model does not derive it from a functional.

\section{From decay to transmission}

\noindent\textbf{Q:} Resistance also depends on the interfaces. Could their contribution cancel the change in decay?

\noindent\textbf{A:} We can calculate it for a definite lead model. Take coherent transport at zero temperature and small bias, with flat interfaces that conserve the in-plane wavevector $k_\parallel$. The leads are nonmagnetic, with no mass term and a Fermi wavevector much larger than the relevant $k_\parallel$. Their right- and left-moving states then have $\alpha_x=+1$ and $\alpha_x=-1$.

Choose $y$ along the in-plane wavevector and define $B=\Delta\beta+\hbar v k_\parallel\alpha_y$. In the barrier,
\begin{equation}
-i\hbar v\,\alpha_x\psi'+B\psi=\varepsilon\psi .
\end{equation}
Multiplying by $i\alpha_x/(\hbar v)$ and using $\alpha_x^2=1$ gives
\begin{equation}
\psi'=M\psi,\qquad
M=\frac{i}{\hbar v}\alpha_x(\varepsilon-B).
\end{equation}
Since $\alpha_x$ anticommutes with $B$,
\begin{align}
M^2&=-\frac{\alpha_x(\varepsilon-B)\alpha_x(\varepsilon-B)}{\hbar^2v^2}
=-\frac{(\varepsilon+B)(\varepsilon-B)}{\hbar^2v^2}\nonumber\\
&=\frac{B^2-\varepsilon^2}{\hbar^2v^2}
=\kappa^2+k_\parallel^2\equiv q^2 .
\end{align}
The last line uses $B^2=\Delta^2+\hbar^2v^2k_\parallel^2$. In-plane motion thus increases the decay constant from $\kappa$ to $q$. Because $M^2$ is a number, the exponential series separates into even and odd parts:
\begin{equation}
e^{-Md}=\cosh(qd)-\frac{M}{q}\sinh(qd).
\end{equation}

Let the incident, reflected and transmitted spinors be $\psi_i$, $\psi_r$ and $\psi_t$. Carrying the transmitted wave back through the barrier of thickness $d$ gives $\psi_i+\psi_r=e^{-Md}\psi_t$. Now project onto $\alpha_x=+1$. The reflected wave drops out. The term with $B$ also drops out, because $B$ turns an $\alpha_x=+1$ state into an $\alpha_x=-1$ state. What remains of $M$ is $i\varepsilon/(\hbar v)$, so
\begin{equation}
\psi_i=\left[\cosh(qd)-\frac{i\varepsilon}{\hbar vq}\sinh(qd)\right]\psi_t .
\end{equation}
The transmission probability per spin is
\begin{equation}
T=\frac{|\psi_t|^2}{|\psi_i|^2}
=\frac{1}{\cosh^2(qd)+\left(\varepsilon/\hbar vq\right)^2\sinh^2(qd)} .
\label{T}
\end{equation}

For a thick barrier both hyperbolic functions approach $e^{qd}/2$. At normal incidence $q=\kappa$, $\varepsilon=(f-\tfrac12)E_g$ and $\hbar^2v^2\kappa^2=f(1-f)E_g^2$. Hence
\begin{align}
T&\simeq\frac{4e^{-2\kappa d}}{1+(f-\frac12)^2/[f(1-f)]}\nonumber\\
&=16f(1-f)e^{-2\kappa d},
\label{thick}
\end{align}
because $f(1-f)+(f-\tfrac12)^2=\tfrac14$. In this model the interface factor depends on $f$ but not separately on the gap. At fixed $f$ it cancels from the ratio of two normal-incidence transmissions, and the exponential change survives.

The opposite limit behaves differently. For $\kappa d\ll1$ at normal incidence and midgap, $T\simeq1-\kappa^2d^2$. Both calculations then approach full transmission, and the relative error vanishes with thickness.

\section{The resistance error}

\noindent\textbf{Q:} My junction has a large area, so electrons arrive with many in-plane wavevectors. What is the error in its resistance?

\noindent\textbf{A:} Put the Fermi level at midgap, where the sum can be done in closed form. The conductance $G$ per area $A$ is
\begin{equation}
\frac{G}{A}=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,T ,
\end{equation}
where the factor 2 counts spin. At midgap $\varepsilon=0$, and Eq.~\eqref{T} gives $T=1/\cosh^2(qd)\simeq4e^{-2qd}$. The relative error of this replacement is at most about $2e^{-2\kappa d}$. From $q^2=\kappa^2+k_\parallel^2$ we have $k_\parallel dk_\parallel=q\,dq$. The upper limit can be taken to infinity because large $q$ is exponentially suppressed. With $x=2\kappa d$,
\begin{align}
\frac{G}{A}
&\simeq\frac{2e^2}{h}\,\frac{4}{2\pi}\int_\kappa^\infty q e^{-2qd}\,dq\nonumber\\
&=\frac{4e^2}{\pi h}\,e^{-2\kappa d}
\left(\frac{\kappa}{2d}+\frac{1}{4d^2}\right)\nonumber\\
&=\frac{e^2}{h}\,\frac{(1+x)e^{-x}}{\pi d^2}.
\end{align}
The integral was done by parts, and the last line uses $\kappa/(2d)=x/(4d^2)$. The resistance-area product is therefore
\begin{equation}
RA=\frac{h}{e^2}\,\pi d^2\,\frac{e^x}{1+x}.
\label{RA}
\end{equation}
Label the reference calculation r and the semilocal one s. The factor by which the reference resistance exceeds the semilocal one is
\begin{equation}
F=\frac{(RA)_{\rm r}}{(RA)_{\rm s}}
=e^{x_{\rm r}-x_{\rm s}}\,\frac{1+x_{\rm s}}{1+x_{\rm r}} .
\label{F}
\end{equation}
The fraction is below one when $x_{\rm r}>x_{\rm s}$, because at fixed thickness stronger decay widens the range of contributing in-plane wavevectors. For $k_\parallel\ll\kappa$, $q\simeq\kappa+k_\parallel^2/(2\kappa)$ gives a weight $e^{-k_\parallel^2d/\kappa}$, whose width grows with $\kappa$. More in-plane channels then partly offset the smaller transmission.

\noindent\textbf{Q:} What does that mean in numbers?

\noindent\textbf{A:} Take round model parameters that represent no particular material: $E_{g,\rm r}=6$~eV, $E_{g,\rm s}=4$~eV, $\hbar v=0.6$~eV\,nm and $d=1.5$~nm. At midgap $\kappa=E_g/(2\hbar v)$, so
\begin{align}
\kappa_{\rm r}&=\frac{6}{2(0.6)}=5.00~\mathrm{nm^{-1}}, & x_{\rm r}&=15,\nonumber\\
\kappa_{\rm s}&=\frac{4}{2(0.6)}=3.33~\mathrm{nm^{-1}}, & x_{\rm s}&=10.
\end{align}
Equation~\eqref{F} gives
\begin{equation}
F=e^5\,\frac{11}{16}=148.4\times0.6875\simeq102 .
\end{equation}
With $h/e^2=25813~\Omega$, Eq.~\eqref{RA} gives $3.7\times10^4~\Omega\,\mu\mathrm{m}^2$ for the reference and $3.7\times10^2~\Omega\,\mu\mathrm{m}^2$ for the semilocal gap. The semilocal value is about 1\% of the reference value. This figure rests on equal $v$ in both calculations; a real change of functional can alter $\kappa$ much less than in proportion to the gap.

The error grows with thickness. Integrating Eq.~\eqref{T} numerically over $k_\parallel$ gives $F\simeq20$ at 1.0~nm and $F\simeq536$ at 2.0~nm. A single percentage error therefore cannot describe a functional for all barriers.

\noindent\textbf{Q:} How accurately must I know the gap?

\noindent\textbf{A:} At fixed $v$ and at midgap, $x$ is proportional to $E_g$. Differentiating the logarithm of Eq.~\eqref{RA} gives
\begin{equation}
\frac{d\ln(RA)}{d\ln E_g}
=x\frac{d}{dx}\left[x-\ln(1+x)\right]
=\frac{x^2}{1+x}.
\end{equation}
For the reference barrier this is $225/16=14.1$. A 1\% gap error produces roughly a 14\% resistance error. This is a local slope; for the change from 6 to 4~eV, use Eq.~\eqref{F}.

\section{When the argument weakens or reverses}

\noindent\textbf{Q:} Does a smaller gap guarantee a smaller resistance?

\noindent\textbf{A:} No. First consider $v$. At fixed $f$,
\begin{equation}
\frac{\kappa_{\rm s}}{\kappa_{\rm r}}
=\frac{E_{g,\rm s}}{E_{g,\rm r}}\,
\frac{v_{\rm r}}{v_{\rm s}} .
\end{equation}
The semilocal decay is too weak when this ratio is below one. At midgap that is also the condition for $F>1$, because $e^x/(1+x)$ increases with $x$. A sufficiently reduced semilocal velocity would remove the underestimate.

Suppose, for instance, that both calculations have the same band-edge mass. Then $v^2=E_g/(2m^*)$, and Eq.~\eqref{fixedf} becomes
\begin{equation}
\kappa=\frac{\sqrt{2m^*E_gf(1-f)}}{\hbar},
\end{equation}
which varies as $\sqrt{E_g}$ instead of $E_g$. Keeping the reference parameters, the semilocal value becomes $\hbar v_{\rm s}=0.6\sqrt{4/6}=0.490$~eV\,nm, and $\kappa_{\rm s}=4.08~\mathrm{nm^{-1}}$. The error falls from $F\simeq102$ to $F\simeq13$.

If $v$ differs between barrier and leads, the kinetic operator is taken as $-i\hbar\sqrt v\,\alpha_x\partial_x\sqrt v$, which is Hermitian. The continuous quantity is then $\sqrt v\,\psi$. It obeys the same barrier equation with the local $v$, so Eqs.~\eqref{T} and \eqref{RA} still apply.

\noindent\textbf{Q:} And if the alignment is not fixed in your sense?

\noindent\textbf{A:} Then the product $ab$ must be examined. The following values of $F$ come from numerical integration of Eq.~\eqref{T}, with $\hbar v=0.6$~eV\,nm and $d=1.5$~nm throughout.

If $f=0.25$ in both calculations, $F\simeq53$. The gap ratio is the same as before, but both decay constants are smaller than at midgap by the same factor, $2\sqrt{f(1-f)}=0.87$, and so is their difference.

If instead the valence offset stays at $a=3$~eV, the semilocal conduction offset is only $b=1$~eV. This gives $\kappa_{\rm s}=\sqrt3/0.6=2.89~\mathrm{nm^{-1}}$ and $F\simeq270$. The whole gap error has been placed on one side, which lowers $ab$ from 9 to 3~eV$^2$; an even division lowers it only to 4~eV$^2$.

The sign can also reverse. Let the reference Fermi level lie close to the valence edge, with $a=0.3$~eV and $b=5.7$~eV, while the semilocal calculation places it at midgap. Then
\begin{equation}
\kappa_{\rm r}=\frac{\sqrt{0.3\times5.7}}{0.6}=2.18~\mathrm{nm^{-1}}
<\kappa_{\rm s}=3.33~\mathrm{nm^{-1}} .
\end{equation}
The result is $F\simeq0.19$: the semilocal resistance is about five times too large, although its gap is too small. The interface factor in Eq.~\eqref{thick} favors the midgap case and moderates this reversal, but does not undo it.

\noindent\textbf{Q:} How far should I trust the two-band dispersion deep in a wide gap?

\noindent\textbf{A:} The model omits the free-electron term $\hbar^2k^2/2m_e$ of $\mathbf{k}\cdot\mathbf{p}$ theory. At $\kappa=5~\mathrm{nm^{-1}}$ that term has magnitude 0.95~eV, which is not small against $\Delta=3$~eV. Adding it at the same $v$ gives midgap decay constants of 4.78 and 3.26~nm$^{-1}$ and lowers the exponential factor from 148 to about 96. The linear coupling $\hbar vk$ is also a continuum approximation. A chain with alternating site energies $\pm\Delta$, hopping $\tau$ and cell length $c$ shows one possible correction. With amplitudes $u$ and $w$ on the two sites, its equations are
\begin{align}
(\varepsilon-\Delta)u&=\tau(1+e^{-ikc})w,\nonumber\\
(\varepsilon+\Delta)w&=\tau(1+e^{ikc})u .
\end{align}
Eliminating the amplitudes gives $\varepsilon^2-\Delta^2=4\tau^2\cos^2(kc/2)$. The gap is smallest at $k=\pi/c$. Setting $k=\pi/c+i\kappa$ turns the squared cosine into $-\sinh^2(\kappa c/2)$. Matching the continuum velocity requires $\tau=\hbar v/c$, and therefore
\begin{equation}
\sinh\frac{\kappa c}{2}=\frac{c\sqrt{ab}}{2\hbar v}.
\end{equation}
For $\kappa c\ll1$ this returns Eq.~\eqref{kappa}. Otherwise $\kappa$ grows more slowly than $\sqrt{ab}$.

With $c=0.3$~nm, hence $\tau=2$~eV, the two midgap decay constants become 4.62 and 3.21~nm$^{-1}$. The exponential error at normal incidence is then about 69, compared with 148 in the continuum model. The direction of the error survives here, but the exponential part changes by a factor of about two. On the lattice the interface factor also depends on the gap, so the full transmission ratio depends on the leads: for five cells between simple metallic chains it lies between about 53 and 80 for the lead hoppings and fillings tried.

The lead approximation matters much less in the midgap example. I replaced the large-wavevector leads by massless leads with a Fermi energy of 10~eV, matched the waves numerically for each $k_\parallel$, and integrated the transmission. The ratio remained $F\simeq102$. This concerns one lead model; it does not cover interface states, disorder or spin-dependent matching.

\noindent\textbf{Q:} So what should I compare before blaming the gap?

\noindent\textbf{A:} For each calculation, take the Fermi level that it gives for the junction, and read off $\kappa$ from the barrier's complex bands at that energy. That comparison includes the gap, the alignment and the band coupling together. Correcting the gap alone leaves two of those three quantities undetermined, and each enters the exponent.

The decay constant does not settle the resistance by itself. If $f$ differs between the calculations, so does the interface factor in Eq.~\eqref{thick}, and when the two decay constants are close it can decide which resistance is larger. In a real barrier $\kappa$ also depends on $\mathbf{k}_\parallel$ and on the symmetry of the evanescent state. Compare values at the same $\mathbf{k}_\parallel$, for a state to which the lead electrons can couple.
